# Why grazing electrons carry much of the current in diffuse thin films

A calculation of the in-plane conductivity of a thin metal film must sample the directions of motion on the Fermi surface. One has to decide where to put the sampling points, and whether the steep directions may be dropped because electrons moving nearly parallel to the surfaces carry most of the current. The Fuchs–Sondheimer model, solved direction by direction, settles both questions. In films much thinner than the mean free path, grazing electrons do carry far more than their share. Their dominance, however, grows only logarithmically as the film thins, and it is spread over a wide range of small angles.

## The model and its bulk reference

Take a film of thickness $d$ between $z=0$ and $z=d$, with a weak steady field $E$ along $x$. The Fermi surface is a sphere of radius $k_F$, and bulk collisions are described by one relaxation time $\tau$, so the mean free path is $\lambda=v_F\tau$. Motion is semiclassical, there are no grain boundaries, and the surfaces are fully diffuse. The angle $\theta$ is measured from the film normal. Define

$$u=|\cos\theta|,\qquad \kappa=d/\lambda .$$

The elevation above the film plane is $\alpha=\arcsin u$, so grazing motion means small $u$. Since solid angle is proportional to $d(\cos\theta)\,d\phi$, the electrons are uniformly distributed in $u$.

For electrons of charge $-e$, the deviation $f_1$ from the equilibrium distribution $f_0$ obeys

$$v_z\frac{\partial f_1}{\partial z}+\frac{f_1}{\tau}=eEv_x\frac{\partial f_0}{\partial\varepsilon}.$$

In the bulk the first term vanishes and $f_1=eE\tau v_x\,\partial f_0/\partial\varepsilon$. In the film, write $f_1$ as this bulk value times a factor $g$. The current density is $-e\,(2/8\pi^3)\int v_xf_1\,d^3k$. With $d^3k=k_F^2\,d\Omega\,d\varepsilon/(\hbar v_F)$ at the Fermi surface and $v_x=v_F\sin\theta\cos\phi$, the conductivity is

$$\sigma=\frac{e^2\lambda k_F^2}{4\pi^3\hbar}\oint \sin^2\theta\cos^2\phi\; g\,d\Omega .$$

For $g=1$ the angular integral is $4\pi/3$. Using $n=k_F^3/3\pi^2$,

$$\sigma_0=\frac{e^2\lambda k_F^2}{3\pi^2\hbar}=\frac{ne^2\lambda}{\hbar k_F}.$$

Now divide $\sigma$ by $\sigma_0$. The prefactor becomes $3/4\pi$, the integral of $\cos^2\phi$ gives $\pi$, and the two signs of $\cos\theta$ give a factor 2. If $G$ is the average of $g$ over the thickness, then

$$S\equiv\frac{\sigma}{\sigma_0}=\frac32\int_0^1(1-u^2)\,G\,du .$$

## What a surface does to one direction

For upward motion $v_z=v_Fu$. With $\zeta=z/d$, the Boltzmann equation becomes

$$u\frac{dg}{d\zeta}=\kappa(1-g),\qquad g(0)=0 .$$

The boundary condition expresses diffuse scattering: an electron leaving the surface has no memory of its drift. The solution is $g=1-e^{-\kappa\zeta/u}$. Downward motion gives the same profile with $\zeta$ replaced by $1-\zeta$, hence the same average. With $x=\kappa/u$,

$$G(x)=\int_0^1(1-e^{-x\zeta})\,d\zeta=1-\frac{1-e^{-x}}{x}.$$

When $x\ll1$, expansion of the exponential gives $G=x/2-x^2/6+\dots$, so the effective path is $\lambda G\approx d/(2u)$. This is the distance $z/u$ back to the last surface, averaged over $z$. When $x\gg1$, bulk collisions intervene first and $G\to1$.

This is the cause of the grazing enhancement: a shallow electron has a longer run between surfaces. The integrand of $G$ increases with $x$, so $G$ decreases with $u$. Every window $u<u_0<1$ therefore has a larger average $G$ than the directions outside it, and carries more than its bulk share $(3u_0-u_0^3)/2$.

## The current resolved by angle

Let $F(u)$ be the part of $S$ carried by directions below $u$. Its integrand is

$$(1-s^2)G(\kappa/s)=1-s^2-\frac{s-s^3}{\kappa}+\frac{s-s^3}{\kappa}e^{-\kappa/s}.$$

The exponential terms follow from the substitution $s=u/t$, which gives $\int_0^u s^m e^{-\kappa/s}ds=u^{m+1}E_{m+2}(\kappa/u)$, where $E_n(x)=\int_1^\infty t^{-n}e^{-xt}dt$. Therefore

$$F(u)=\frac32\left\{u-\frac{u^3}{3}-\frac1\kappa\left(\frac{u^2}{2}-\frac{u^4}{4}\right)+\frac{u^2E_3(\kappa/u)-u^4E_5(\kappa/u)}{\kappa}\right\}.$$

The share of the film current below $u$ is $F(u)/S$, with $S=F(1)$.

In a thick film, $\kappa\gg1$, the exponential integrals are negligible. Then $S\approx1-3/(8\kappa)$, and to first order in $1/\kappa$ the share exceeds its bulk value by

$$\frac{1}{\kappa}\left[\frac38\,\frac{3u_0-u_0^3}{2}-\frac32\left(\frac{u_0^2}{2}-\frac{u_0^4}{4}\right)\right].$$

For a window of $10^\circ$ elevation, $u_0=\sin10^\circ=0.174$, this is about $0.074/\kappa$. The enhancement is thus already present in thick films, but small.

## Why the dominance is logarithmic

For thin films we need $E_3$ and $E_5$ at small argument. Start from $E_1(x)=\ell+x-x^2/4+\dots$ with $\ell=-\ln x-\gamma$, where $\gamma=0.5772$ is Euler's constant. Integration by parts gives $E_{n+1}=(e^{-x}-xE_n)/n$. Applying this repeatedly,

$$\begin{aligned}
E_2&=1-(1+\ell)x-\tfrac12x^2+\tfrac1{12}x^3+\dots\\
E_3&=\tfrac12-x+\left(\tfrac34+\tfrac{\ell}{2}\right)x^2+\tfrac16x^3+\dots\\
E_4&=\tfrac13-\tfrac12x+\tfrac12x^2+\dots\\
E_5&=\tfrac14-\tfrac13x+\tfrac14x^2-\tfrac16x^3+\dots
\end{aligned}$$

Insert $E_3$ and $E_5$ with $x=\kappa/u$ into $F$. The terms in $1/\kappa$ cancel, as do the terms $u$ and $u^3/3$. For $\kappa\ll u$ there remains

$$F(u)=\frac{3\kappa}{4}\left[\ln\frac u\kappa+\frac32-\gamma-\frac{u^2}{2}+\frac{\kappa}{3u}+\frac{\kappa u}{3}+\dots\right].$$

Setting $u=1$ gives

$$S=\frac{3\kappa}{4}\left[\ln\frac1\kappa+1-\gamma\right]+\frac{\kappa^2}{2}+\dots$$

For $\kappa\ll u\ll1$ the differential is $dF=(3\kappa/4)\,du/u$. Equal ratios of $u$ carry equal current: the band from 0.001 to 0.01 contributes as much as the band from 0.01 to 0.1, provided $\kappa$ is much smaller still. The longer path, proportional to $1/u$, compensates for the smaller number of electrons in the shallower band. Below $u\approx\kappa$ the compensation ends, because bulk collisions limit the path to $\lambda$.

Three results follow at leading order for $\kappa\to0$. Write $\Lambda=\ln(1/\kappa)+1-\gamma$.

First, subtracting $F(u_0)$ from $S$ at fixed $u_0$ gives the share outside the window:

$$1-\frac{F(u_0)}{S}\approx\frac{\ln(1/u_0)-(1-u_0^2)/2}{\Lambda}.$$

It vanishes, so the fixed grazing window does win eventually, but only as fast as $1/\Lambda$.

Second, consider electrons with $u<\kappa$, whose full crossing length $d/u$ exceeds $\lambda$. Here $s^2$ may be dropped against 1, and $F(\kappa)\approx\frac32[\kappa-\kappa/2+\kappa E_3(1)]$. Their share is

$$\frac{F(\kappa)}{S}\approx\frac{1+2E_3(1)}{\Lambda}=\frac{1.219}{\Lambda},$$

which also tends to zero. The electrons that are least affected by the surfaces do not take over the current.

Third, the median direction $u_h$ satisfies $\ln(u_h/\kappa)+\frac32-\gamma=\frac12\Lambda$. Solving for $u_h$,

$$u_h\approx e^{-1+\gamma/2}\sqrt\kappa=0.491\sqrt\kappa .$$

The median lies between the scales $\kappa$ and 1. The term $\kappa/(3u)$ in $F$ lowers it by a relative amount of about $\kappa/(3u_h)=0.68\sqrt\kappa$.

## A four-nanometre film

Take a model metal with $n=8\times10^{28}\ \mathrm{m^{-3}}$, $\lambda=40$ nm and $d=4$ nm, so $\kappa=4/40=0.1$. Then $k_F=(3\pi^2n)^{1/3}=1.333\times10^{10}\ \mathrm{m^{-1}}$, and $\sigma_0=ne^2\lambda/(\hbar k_F)$ corresponds to a bulk resistivity of 17.1 nΩ m. The thin-film law gives

$$S\approx0.075\,(2.303+0.423)+0.005=0.209 ,$$

in agreement with the closed form at this precision. A finite-difference solution of the Boltzmann equation also gives 0.209, and randomly sampled trajectories give $0.2094\pm0.0005$. The film resistivity is $17.1/0.209\approx82$ nΩ m.

| Elevation | Electrons (%) | Bulk current (%) | Film current (%) |
|---|---:|---:|---:|
| 0–10° | 17.4 | 25.8 | 58.9 |
| 10–20° | 16.8 | 23.5 | 19.9 |
| 20–30° | 15.8 | 19.4 | 10.4 |
| 30–90° | 50.0 | 31.3 | 10.8 |

The lowest band holds about one electron in six and carries nearly three fifths of the current. It has not gained conductivity in absolute terms. Relative to the whole bulk conductivity, its contribution falls from 0.258 to $0.589\times0.209=0.123$, roughly a factor of two. The contribution of the steepest band falls from 0.313 to $0.108\times0.209=0.023$, a factor of about 14. Grazing electrons dominate because they lose less.

The median elevation is $7.3^\circ$, against $20.3^\circ$ in the bulk. The estimate $0.491\sqrt{0.1}=0.155$ is too high at this thickness: the full result is $u_h=0.127$, or 0.82 of the estimate. At $\kappa=10^{-4}$ the ratio is 0.993, as the correction $1-0.68\sqrt\kappa$ predicts.

Lowering $\kappa$ shows how slow the concentration is. With $\lambda=40$ nm the last two rows would mean $d=0.4$ nm and $0.04$ nm, outside the semiclassical picture, so they apply only to metals with a much longer mean free path:

| $\kappa$ | Share below 10° (%) | Share with $u<\kappa$ (%) |
|---|---:|---:|
| 0.5 | 41.0 | 82.1 |
| 0.1 | 58.9 | 43.6 |
| 0.01 | 75.1 | 24.2 |
| 0.001 | 82.8 | 16.6 |

The $10^\circ$ window reaches half of the current at $d=9.1$ nm. For nine tenths, the law for the outside share requires $\Lambda=1.266/0.1=12.66$, hence $\kappa\approx4.9\times10^{-6}$ and a formal thickness of about $2\times10^{-4}$ nm. That is far below the size of an atom. With this mean free path, no real film reaches 90% in this window within the model.

## Where the picture changes

Partly specular surfaces alter the boundary condition. If a fraction $p<1$ is reflected specularly, symmetry between the two surfaces gives $g(0)=p\,g(1)$. Put $g=1-Ce^{-x\zeta}$; then $1-C=p(1-Ce^{-x})$, so

$$C=\frac{1-p}{1-pe^{-x}},\qquad G=1-C\,\frac{1-e^{-x}}{x}.$$

For $x\ll1-p$, $C\approx1-px/(1-p)$ and

$$G\approx\frac x2+\frac{px}{1-p}=\frac{1+p}{1-p}\,\frac x2 .$$

The $1/u$ dependence survives for constant $p$, but it now begins at larger $u$, because memory of the drift persists through several reflections. At $p=1$, $C=0$ and the bulk angular distribution returns. On a rough surface $p$ is expected to rise toward grazing incidence rather than stay constant. The $1/u$ law and the logarithmic growth derived above then no longer apply as they stand, and the grazing share can exceed the fully diffuse values.

Quantization sets another limit. Between hard walls the lowest transverse state has $u=\pi/(k_Fd)$, which is 0.059 for the 4 nm film. The next has twice this value, 0.118, so a single subband lies below $u=\kappa=0.1$. Only two subbands lie inside the $10^\circ$ window, and the third is just outside it. The semiclassical shares at this thickness therefore show the angular trend only; the percentages themselves can change substantially when the integral over $u$ is replaced by a sum over subbands. The lowest $u$ equals $\kappa$ when $d=\sqrt{\pi\lambda/k_F}=3.1$ nm. In thinner films no subband lies in the region $u<\kappa$, and the continuous angular integral loses its basis there.

## The choice of sampling points

Within the semiclassical model, steep directions cannot be dropped: keeping only elevations below $10^\circ$ in the 4 nm film would discard 41% of the current. Nor can the grid stop at $u=\kappa$, since 44% lies below it.

A safe lower cutoff follows from $G\le1$ and $1-u^2\le1$, which give $F(u)\le3u/2$. To omit at most 1% of the film conductivity, it is sufficient that $u_{\min}\le(2/3)(0.01)(0.209)=0.00139$, an elevation of about $0.08^\circ$. This is a condition for converging the semiclassical integral; it lies far below the lowest subband of the 4 nm film, at $u=0.059$. Above this cutoff, points spaced evenly in $\ln u$ suit a very thin film, because for $\kappa\ll u\ll1$ equal steps in $\ln u$ carry equal current. Well below $\kappa$, where $G\to1$, the current per step falls in proportion to $u$, so the points there can be sparser. In the 4 nm film, with $\kappa=0.1$, the logarithmic range is hardly developed, and Gauss–Legendre points in $u$ itself are the simpler choice: eight of them on $0<u<1$ give $S$ to about 0.2%. At $\kappa=0.001$, by contrast, sixteen such points still miss about 17% of $S$. The numerical output below gives further digits and the thinnest case.

## Calculated quantities

```
electron density: 8.0e+28 m^-3
bulk mean free path: 40.0 nm
film thickness: 4.0 nm
kappa = d/lam: 0.100
Fermi wavenumber: 1.3330e+10 m^-1
bulk conductivity: 5.8433e+07 S/m
bulk resistivity: 17.114 nOhm m
film/bulk conductivity S, closed form: 0.20913
S, finite-difference Boltzmann: 0.20913
S, random trajectories: 0.20942 +- 0.00052
S, leading thin-film law: 0.20440
S, law with kappa^2/2 added: 0.20940
film resistivity: 81.83 nOhm m
elevation band: electrons %, bulk current %, film current %
   0-10 deg: 17.36, 25.79, 58.91
  10-20 deg: 16.84, 23.52, 19.88
  20-30 deg: 15.80, 19.45, 10.37
  30-90 deg: 50.00, 31.25, 10.84
median u in film: 0.1268
median elevation in film: 7.28 deg
median elevation in bulk: 20.32 deg
median-law constant exp(-1+gamma/2): 0.4910
long-path constant 1+2*E3(1): 1.2194
Euler constant gamma: 0.5772
kappa: S, share below 10 deg %, share u<kappa %, median deg, median/law
  0.5: 5.2188e-01, 41.05, 82.09, 12.989, 0.6474
  0.1: 2.0913e-01, 58.91, 43.62, 7.284, 0.8167
  0.01: 3.7759e-02, 75.12, 24.22, 2.633, 0.9358
  0.001: 5.4984e-03, 82.75, 16.63, 0.871, 0.9789
  0.0001: 7.2249e-04, 86.86, 12.66, 0.279, 0.9932
kappa where 10 deg window carries 50 %: 0.2279
thickness for 50 %: 9.114 nm
kappa where 10 deg window carries 90 %: 4.857e-06
formal thickness for 90 %: 1.943e-04 nm
lowest hard-wall u at this thickness: 0.0589
hard-wall subbands below Fermi level: 16
thickness where lowest u equals kappa: 3.070 nm
```
